# When real-space projection of nonlocal PAW terms needs fewer operations, part 2

The nonlocal PAW operator $\hat V_{\rm NL}=\sum_{a}\sum_{ij}|p_i^a\rangle D_{ij}^a\langle p_j^a|$ can be applied in reciprocal space or on the real-space grid. The question is which takes fewer operations in a cell of $N$ atoms. An operation is one multiply-add for one projector, one band and one point (plane wave or grid point).

The cell has volume $V=N\Omega$, with $b$ bands and $n_p$ projectors per atom; atom $a$ is at $\mathbf R_a$. At $\mathbf k=0$,

$$\psi(\mathbf r)=V^{-1/2}\sum_{|\mathbf G|\le G_c}c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad
\tilde p(\mathbf G)=\int p(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r .$$

The projection $\beta=\langle p|\psi\rangle$ is a sum over all plane waves, $n_{\rm pw}$ per atom. On a cubic grid of spacing $h$, with $\pi/h=\gamma G_c$, it becomes a sum over the $N_{\rm sph}$ grid points in a sphere of radius $R$:

$$\beta\approx h^3\sum_{|\mathbf r_m-\mathbf R_a|<R}p^*(\mathbf r_m)\psi(\mathbf r_m).$$

Projection and back-projection together cost

$$W_G=2\,b\,n_p\,n_{\rm pw}\,N^3 ,$$

$$W_R=2\,b\,n_p\,N_{\rm sph}\,N^2 $$

in reciprocal and real space. The second count assumes that the Fourier transforms are shared with the local potential. Break-even is at $N^*=N_{\rm sph}/n_{\rm pw}$, or

$$\boxed{N^*=\frac{8\gamma^3R^3}{\Omega}}$$

A back-of-the-envelope estimate, 15 grid points per plane wave times the two atoms that fit in a projector ball, gave about 30 atoms.

The model crystal has four atoms in a cube of edge 4 Å, so $\Omega=16$ Å$^3$, with $b=2$ and $n_p=8$. The cutoff of 300 eV gives $G_c=8.874$ Å$^{-1}$ and $n_{\rm pw}=188.8$. Grids are rounded to 24 points per cube edge for $\gamma=2$ and 18 for $\gamma=3/2$. Rounding replaces $\gamma$ by $\gamma_{\rm eff}=\pi/(hG_c)$, which is 2.124 for 24 points. For $\gamma=2$ and $R=2$ Å it raises $N^*$ from 32 to 38.3. Enumeration counts points directly in supercells that grow by four atoms at a time; a supercell is "won" when real space takes fewer operations.

## When the two methods give the same answer

An operation count is useful if both methods compute the same thing. The grid sum is an approximation, and its error can be found exactly. The periodically repeated projector has the Fourier series $V^{-1}\sum_{\mathbf G'}\tilde p(\mathbf G')e^{i\mathbf G'\cdot\mathbf r}$, with no cutoff on $\mathbf G'$. Inserting this and the orbital into the grid sum gives

$$\beta_{\rm grid}=V^{-3/2}\sum_{\mathbf G\mathbf G'}\tilde p^*(\mathbf G')c_{\mathbf G}\;h^3\sum_m e^{i(\mathbf G-\mathbf G')\cdot\mathbf r_m},$$

where $m$ now runs over the whole cell. The last sum, with its factor $h^3$, equals $V$ when the exponential is 1 at all grid points, and zero otherwise. The first case requires $\mathbf G'=\mathbf G+\mathbf K$, where every Cartesian component of $\mathbf K$ is a multiple of $2\pi/h=2\gamma G_c$. Hence

$$\beta_{\rm grid}=V^{-1/2}\sum_{\mathbf G}\sum_{\mathbf K}\tilde p^*(\mathbf G+\mathbf K)\,c_{\mathbf G}.$$

The term $\mathbf K=0$ is the correct projection. The others are aliases. For them $|\mathbf K|\ge2\gamma G_c$ and $|\mathbf G|\le G_c$, so

$$|\mathbf G+\mathbf K|\ge|\mathbf K|-|\mathbf G|\ge(2\gamma-1)G_c .$$

The grid sum is exact if the projector has no Fourier components at or beyond $(2\gamma-1)G_c$, with $\gamma_{\rm eff}$ in place of $\gamma$ on a rounded grid. Back-projection obeys the same condition, because the transform from the grid to plane waves folds the component at $\mathbf G+\mathbf K$ onto $\mathbf G$.

For the grid with 24 points per edge the bound is $(2\times2.124-1)G_c=3.248\,G_c$. In the numerical check, sampled components between $G_c$ and this bound gave overlaps with a normalized orbital of at most $2\times10^{-16}$, which is rounding error. A chosen component just above the bound gave a false overlap of $2.7\times10^{-2}$, equal to the orbital coefficient onto which it is folded.

A projector cannot satisfy the condition strictly if its sphere and the periodic images leave part of the cell uncovered. The repeated projector would then be a finite Fourier sum, which is an analytic function of $\mathbf r$, and an analytic function that vanishes throughout the uncovered region vanishes everywhere. The practical demand is that the components beyond the bound be small, which requires a smooth projector. The model projectors here are s and p functions multiplied by $(1-r^2/R^2)^4$ or $(1-r^2/R^2)^5$. For random orbitals in the 4-atom cell, the two methods differed by $2.8\times10^{-6}$ on the $\gamma=2$ grid and $2.3\times10^{-5}$ on the $\gamma=3/2$ grid, relative to the norm of the reciprocal-space result. The digits depend on the random orbitals and coupling matrix; only the order of magnitude is meaningful. These errors belong to the model functions, and less smooth projectors do much worse: with powers 2 and 3 in place of 4 and 5 the errors are about $1\times10^{-4}$ and $5\times10^{-4}$, and with powers 1 and 2 about $2\times10^{-3}$ and $5\times10^{-3}$.

This matters for the estimate because $R$ is the radius of the table actually used on the grid. If projectors are smoothed for real-space use and spread beyond their original radius, the larger radius must be inserted. An increase from 2.0 to 2.5 Å nearly doubles $N^*$, from 38.3 to 74.9. Likewise, a coarser grid lowers $N^*$ but also lowers the alias bound. Speed and accuracy cannot be judged separately.

## If the Fourier transforms are not shared

Suppose the nonlocal term is applied by a separate routine that receives and returns plane-wave coefficients. Two extra FFTs per band must then be charged to the real-space method. They are not counted in projector operations, so a common unit is needed: one real addition or multiplication.

A complex multiplication takes four real multiplications and two additions, and the complex addition takes two more. A complex multiply-add therefore costs 8. A radix-2 FFT of $M$ points consists of two transforms of $M/2$ points, $M/2$ complex multiplications by phase factors, and $M$ complex additions:

$$T(M)=2T(M/2)+6\,\frac M2+2M=2T(M/2)+5M,\qquad T(1)=0 .$$

Each level of the recursion costs $5M$ in total and there are $\log_2M$ levels, so $T(M)=5M\log_2M$. In three dimensions, transforming along the axis with $n_1$ points means $M/n_1$ transforms costing $5n_1\log_2n_1$ each, or $5M\log_2n_1$. Adding the three axes gives $5M\log_2(n_1n_2n_3)=5M\log_2M$ again. For lengths that are not powers of two, this is used as an estimate.

With $g$ grid points per atom, $M=gN$. For one band, break-even requires

$$8\cdot2\,n_pN\,n_{\rm pw}N=8\cdot2\,n_pN\,N_{\rm sph}+2\cdot5\,gN\log_2(gN).$$

Dividing by $16\,n_pn_{\rm pw}N$ and using $N_{\rm sph}/n_{\rm pw}=N^*$,

$$N=N^*+\frac{10\,g\log_2(gN)}{16\,n_p\,n_{\rm pw}} .$$

The unknown also appears in the logarithm, where it has little influence, so the equation is easily solved by iteration. For $R=2$ Å and the $\gamma=2$ grid, $g=24^3/4=3456$. The solution is $N=63.7$, as insertion confirms:

$$38.3+\frac{10\times3456\times17.75}{16\times8\times188.8}=38.3+25.4=63.7 .$$

Enumeration of plane waves and sphere points, with the same estimate for the FFT cost, gives 64 atoms as the first supercell won. The grid lengths here are not powers of two, so this number is only as good as that estimate. With full transforms and complex projector tables, the extra transforms thus move break-even by about 25 atoms. Both assumptions matter. An orbital FFT can skip the columns and planes that hold no plane waves, which roughly halves its cost and gives 52 atoms. If both methods use real tables at 4 operations per multiply-add (see below), the transforms weigh twice as much and the first supercell won has 92 atoms, or 64 with such pruned transforms. Apart from the slowly varying logarithm, the shift is inversely proportional to $n_p$, since the transforms are paid once per band and shared by all projectors. The real-space cost for all bands now contains a term growing as $N^2\log N$, which is still below cubic.

## Operations and time

An operation need not take the same time in both methods. If a real-space multiply-add costs $s$ times a reciprocal one, the condition $W_G=sW_R$ gives a break-even number $sN^*$. Two effects can pull $s$ in opposite directions:

- At $\mathbf k=0$ the real-space projectors can be stored as real numbers. Multiplying a complex orbital value by a real number and adding costs 4 real operations instead of 8, so, against a reciprocal routine that keeps complex tables, $s=1/2$ and 38.3 becomes 19.2 atoms. The reciprocal method can use the same property. A real projector has $\tilde p(-\mathbf G)=\tilde p^*(\mathbf G)$; with $\tilde p(\mathbf G)=u+iv$, the pair $\mathbf G,-\mathbf G$ contributes $u\,(c_{\mathbf G}+c_{-\mathbf G})-iv\,(c_{\mathbf G}-c_{-\mathbf G})$. The sums and differences are formed once per band, so each pair needs two real-times-complex multiply-adds, or 4 operations per plane wave, and $s$ returns to 1. At a general k-point, a table that includes the Bloch phase is complex and offers no such saving. The table can stay real if the phase is applied to the orbital on the grid instead, once per band. A sphere that crosses the cell boundary then needs one more step: a point reached through a lattice translation $\mathbf T$ carries the further factor $e^{i\mathbf k\cdot\mathbf T}$, because the Bloch orbital is not periodic. The reciprocal table can likewise stay real at any k-point. It is the product of a structure factor $e^{-i(\mathbf k+\mathbf G)\cdot\mathbf R_a}$, a constant $(-i)^l$ and a real function. Applying the structure factor to the coefficients once per atom and band costs about $6+4n_p=38$ operations per plane wave for the projection, against $4n_p=32$ per grid point, so $s\approx0.84$. The value $s=1/2$ thus holds only against a reciprocal routine that forgoes this saving.
- Sphere points are scattered through the memory that holds the grid, while reciprocal projection is a product of dense matrices. This may well make $s$ larger than 1. Its value depends on the machine and the code and was not measured here. For $s=3$, break-even would rise to 115 atoms.

## Comparison of the estimates

For $R=2$ Å and a grid that holds the full density, the envelope gave about 30 atoms and the derivation gives 32. The two agree because they contain the same geometry: $8\gamma^3R^3/\Omega$ is the grid-to-plane-wave ratio $6\gamma^3/\pi$ times the sphere volume per atomic volume, $4\pi R^3/(3\Omega)$. The difference is rounding in the mental arithmetic.

What the envelope misses is larger than that rounding. The FFT-friendly grid with 24 points per cube edge raises the number to 38, and unshared transforms raise it further, to 64 with full FFTs and complex tables, and to between about 50 and 90 under the other counting choices above. If the transforms are shared, the relative time per operation multiplies the 38 by a factor $s$ that was not measured here; the illustrative values $s=1/2$ and $s=3$ give 19 and 115. A sensible working rule for this model, with $R=2$ Å, $\gamma=2$ and $s$ assumed to lie between $1/2$ and 3, is that reciprocal projection suits cells of up to about ten atoms, real-space projection suits cells well beyond a hundred, and the range between should be decided by a timing run at the required accuracy.

The gain concerns the nonlocal terms alone. Forming every element of the overlap matrix of the bands takes $(bN)^2n_{\rm pw}N$ multiply-adds, which remains cubic. Its ratio to $W_G$ is $b/(2n_p)$, or $1/8$ in the example. The matrix is Hermitian, so computing one triangle only about halves this count. Real-space projection therefore removes a large cubic term but not all cubic work. In the example, the full overlap matrix alone takes more multiply-adds than real-space projection beyond $(2n_p/b)N^*$, or about 307 atoms; with one triangle only, the crossing lies about twice as far, near 613 atoms. These numbers count the plane-wave part only; the PAW augmentation part of the overlap adds $(bN)^2n_pN$, also cubic, and moves 307 to about 294.

## Table of computed values

```
cube edge 4.0 A, volume per atom 16.0 A^3
cutoff 300 eV, G_c = 8.874 1/A
bands per atom 2, projectors per atom 8
plane waves per atom (formula) 188.8
N=4, gamma=1.5: relative difference of results 2.3e-05
N=4, gamma=2.0: relative difference of results 2.8e-06
N=4: plane waves 739, operations reciprocal 3.784e+05, real 3.714e+06
N=32, gamma=2.0: relative difference of results 2.5e-06
N=32: plane waves 6031, operations reciprocal 1.976e+08, real 2.377e+08
measured powers of N: reciprocal 3.010, real 2.000
alias bound on gamma=2 grid: 3.248 G_c
false overlap: below bound 2e-16, above 2.7e-02
cutoff 200 eV: sphere points 3286, plane waves/atom 102.5, ratio 32.1
cutoff 300 eV: sphere points 6047, plane waves/atom 188.3, ratio 32.1
cutoff 600 eV: sphere points 17111, plane waves/atom 534.7, ratio 32.0
break-even N*: ideal grid, rounded grid, first supercell won
gamma=1.5: 18 points per edge, h=0.2222 A, gamma_eff=1.593, N* factor 1.198
  R=1.5 A: sphere points 1288, N* 5.7, 6.8, 8; gain at N=108: 15.8
  R=2.0 A: sphere points 3060, N* 13.5, 16.2, 20; gain at N=108: 6.6
  R=2.5 A: sphere points 5968, N* 26.4, 31.6, 32; gain at N=108: 3.4
gamma=2.0: 24 points per edge, h=0.1667 A, gamma_eff=2.124, N* factor 1.198
  R=1.5 A: sphere points 3068, N* 13.5, 16.2, 20; gain at N=108: 6.6
  R=2.0 A: sphere points 7253, N* 32.0, 38.3, 40; gain at N=108: 2.8
  R=2.5 A: sphere points 14148, N* 62.5, 74.9, 76; gain at N=108: 1.4
counted FFT of 1024 points: 51200 real operations
R=2 A, gamma=2: grid points per atom 3456
N* with shared FFTs 38.3, with two extra FFTs 63.7, first supercell won 64
relative cost s=0.5 of a real-space operation: N* = 19.2
relative cost s=1.0 of a real-space operation: N* = 38.3
relative cost s=2.0 of a real-space operation: N* = 76.7
relative cost s=3.0 of a real-space operation: N* = 115.0
```
